# Counting the Bound Vibrational Levels of a Morse Bond: a program that tests the result

```python
"""
Result under test: the Morse well V(q) = D (1 - exp(-a q))^2 has
    N = ceil(lam - 1/2) bound levels (lam > 1/2),  lam = 2 D / (hbar omega),
    E_n = D - D (s_n / lam)^2,  s_n = lam - n - 1/2 > 0.
D: well depth from the minimum; hbar omega: harmonic quantum at the minimum;
q: bond extension; a: inverse range; m: reduced mass; s_n: tail exponent,
the wavefunction falls as exp(-s_n a q) at large extension.
Claim: D = 3.0 eV and hbar omega = 0.26 eV give N = 23.
"""
import math
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp

eV = const.e
hbar = const.hbar
unit_mass = const.atomic_mass


def inverse_range(depth_eV, quantum_eV, mass):
    omega = quantum_eV * eV / hbar
    return omega * math.sqrt(mass / (2 * depth_eV * eV))


def count_formula(lam):
    return max(0, math.ceil(lam - 0.5))


def level_formula(n, depth_eV, quantum_eV):
    v = n + 0.5
    return quantum_eV * v - quantum_eV**2 * v**2 / (4 * depth_eV)


# Fixed grid in metres, shared by all masses and parameters
step = 0.03e-10
grid = -0.9e-10 + step * np.arange(851)


def diagonalize(depth_eV, quantum_eV, mass):
    """Bound energies (eV) and states from the SI Hamiltonian, sinc basis."""
    a = inverse_range(depth_eV, quantum_eV, mass)
    index = np.arange(grid.size)
    diff = index[:, None] - index[None, :]
    safe = np.where(diff == 0, 1, diff)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    kinetic = np.where(diff == 0, math.pi**2 / 3, 2 * sign / safe**2)
    kinetic = kinetic * hbar**2 / (2 * mass * step**2) / eV
    potential = depth_eV * (1 - np.exp(-a * grid))**2
    energies, states = np.linalg.eigh(kinetic + np.diag(potential))
    bound = energies < depth_eV
    return energies[bound], states[:, bound]


def threshold_nodes(lam):
    """Zeros of the solution at E = D, by integrating its phase angle."""
    def slope(x, theta):
        u = math.exp(-x)
        return lam * (np.cos(theta)**2 - (u * u - 2 * u) * np.sin(theta)**2)
    start = -math.log(1 + 60 / lam)
    sol = solve_ivp(slope, (start, 200.0), [0.0], method="DOP853",
                    rtol=1e-9, atol=1e-10, max_step=1.0)
    assert sol.success
    return int(math.floor(sol.y[0, -1] / math.pi))


D = 3.0
quantum = 0.26
mass = 1.0 * unit_mass
lam = 2 * D / quantum
a = inverse_range(D, quantum, mass)
N = count_formula(lam)

# Curvature of the potential at its minimum against m omega^2
h = 1e-14


def morse_joule(q):
    return D * eV * (-math.expm1(-a * q))**2


curvature = (morse_joule(h) - 2 * morse_joule(0.0) + morse_joule(-h)) / h**2
omega = quantum * eV / hbar
assert abs(curvature / (mass * omega**2) - 1) < 1e-5
assert abs(math.sqrt(2 * mass * D * eV) / (a * hbar) / lam - 1) < 1e-12

# Symbolic reduction to the confluent hypergeometric equation
z, s, L = sp.symbols("z s L", positive=True)
w = sp.Function("w")
psi = z**s * sp.exp(-z / 2) * w(z)
radial = z * sp.diff(z * sp.diff(psi, z), z) - (s**2 - L * z + z**2 / 4) * psi
series_eq = (z * sp.diff(w(z), z, 2) + (2 * s + 1 - z) * sp.diff(w(z), z)
             + (L - s - sp.Rational(1, 2)) * w(z))
residual = sp.expand(radial / (z**s * sp.exp(-z / 2))) - sp.expand(z * series_eq)
assert sp.simplify(residual) == 0

# A series that does not terminate grows as exp(z) times a power of z
mp.mp.dps = 50
s_trial = mp.mpf(1)
alpha = s_trial + mp.mpf("0.5") - mp.mpf(lam)
beta = 2 * s_trial + 1
z_big = mp.mpf(20000)
term = mp.mpf(1)
total = mp.mpf(1)
for k in range(24000):
    term *= (alpha + k) * z_big / ((beta + k) * (k + 1))
    total += term
growth = mp.gamma(beta) / mp.gamma(alpha) * mp.exp(z_big) * z_big**(alpha - beta)
growth_ratio = float(total / growth)
# the first correction to the leading growth is about 0.028 at this z
assert abs(growth_ratio - 1) < 0.05

# Levels and count by diagonalization, for two masses on the same grid
energies, states = diagonalize(D, quantum, mass)
energies_heavy, _ = diagonalize(D, quantum, 2 * mass)
assert len(energies) == N == 23
assert len(energies_heavy) == N
formula = np.array([level_formula(n, D, quantum) for n in range(N)])
deviation = np.max(np.abs(energies - formula))
deviation_heavy = np.max(np.abs(energies_heavy - formula))
assert deviation < 1e-7 and deviation_heavy < 1e-7

# Tail of the last bound state
s_top = lam - (N - 1) - 0.5
i1 = int(np.argmin(np.abs(a * grid - 15)))
i2 = int(np.argmin(np.abs(a * grid - 20)))
top = np.abs(states[:, -1])
tail_rate = math.log(top[i1] / top[i2]) / (grid[i2] - grid[i1])
assert abs(tail_rate / (a * s_top) - 1) < 1e-3

# Count by nodes at threshold, on both sides of half-integer lam
test_lams = [0.3, 0.7, 1.4, 1.6, 22.45, 22.55, lam, 23.45, 23.55]
node_counts = [threshold_nodes(value) for value in test_lams]
assert node_counts == [count_formula(value) for value in test_lams]

# The energy formula continued one step too far
false_level = level_formula(N, D, quantum)
assert formula[-1] < false_level < D
assert np.min(np.abs(energies - false_level)) > 1e-4
assert level_formula(N + 1, D, quantum) < false_level

# Reading 0.26 eV as the 0 -> 1 transition
quantum_alt = D * (1 - math.sqrt(1 - 2 * quantum / D))
levels_alt, _ = diagonalize(D, quantum_alt, mass)
assert abs(levels_alt[1] - levels_alt[0] - quantum) < 1e-7
assert len(levels_alt) == count_formula(2 * D / quantum_alt)

# Reading 3.0 eV as the dissociation energy from the ground level
D_alt = ((math.sqrt(D) + math.sqrt(D + quantum)) / 2)**2
levels_deep, _ = diagonalize(D_alt, quantum, mass)
assert abs(D_alt - levels_deep[0] - D) < 1e-7
assert len(levels_deep) == count_formula(2 * D_alt / quantum)

harmonic_count = sum(1 for n in range(100) if (n + 0.5) * quantum < D)

print(f"well depth D = {D:.2f} eV = {D * eV:.4e} J")
print(f"harmonic quantum = {quantum:.3f} eV = {quantum * eV:.4e} J")
print(f"angular frequency omega = {omega:.4e} rad/s")
print(f"reduced mass (1 u) = {mass:.4e} kg")
print(f"inverse range a = {a:.4e} 1/m")
print(f"lam = 2D/(hbar omega) = {lam:.4f} (dimensionless)")
print(f"lam - 1/2 = {lam - 0.5:.4f} (dimensionless)")
print(f"number of bound levels, formula = {N}")
print(f"number of bound levels, grid, mass 1 u = {len(energies)}")
print(f"number of bound levels, grid, mass 2 u = {len(energies_heavy)}")
print(f"largest level deviation, 1 u = {deviation:.1e} eV")
print(f"largest level deviation, 2 u = {deviation_heavy:.1e} eV")
for n in (0, 1, N - 2, N - 1):
    print(f"E_{n}: formula {formula[n]:.6f} eV, grid {energies[n]:.6f} eV")
print(f"transition 0 -> 1 = {formula[1] - formula[0]:.6f} eV")
print(f"last spacing E_{N-1} - E_{N-2} = {formula[-1] - formula[-2]:.6f} eV")
print(f"binding of last level D - E_{N-1} = {D - formula[-1]:.6f} eV")
print(f"tail exponent s_{N-1} = {s_top:.4f} (dimensionless)")
print(f"decay length of last level, formula = {1 / (a * s_top):.4e} m")
print(f"decay length of last level, grid = {1 / tail_rate:.4e} m")
print(f"false value of formula at n = {N}: {false_level:.6f} eV")
print(f"D minus false value = {D - false_level:.6f} eV")
print(f"exponent s_{N} = {lam - N - 0.5:.4f} (dimensionless)")
print(f"levels of a parabola below D = {harmonic_count}")
print(f"quantum range for {N} levels: from {2 * D / (N + 0.5):.4f} eV")
print(f"  up to but not including {2 * D / (N - 0.5):.4f} eV")
for value, nodes in zip(test_lams, node_counts):
    print(f"threshold nodes at lam = {value:.3f}: {nodes}")
print(f"non-terminating series / leading growth = {growth_ratio:.4f}")
print(f"if 0.26 eV is the 0 -> 1 transition: quantum = {quantum_alt:.5f} eV")
print(f"  lam = {2 * D / quantum_alt:.4f}, grid count = {len(levels_alt)}")
print(f"if 3.0 eV is from the ground level: D = {D_alt:.5f} eV")
print(f"  lam = {2 * D_alt / quantum:.4f}, grid count = {len(levels_deep)}")
print("checks complete")
```

Printed output:

```
well depth D = 3.00 eV = 4.8065e-19 J
harmonic quantum = 0.260 eV = 4.1657e-20 J
angular frequency omega = 3.9501e+14 rad/s
reduced mass (1 u) = 1.6605e-27 kg
inverse range a = 1.6417e+10 1/m
lam = 2D/(hbar omega) = 23.0769 (dimensionless)
lam - 1/2 = 22.5769 (dimensionless)
number of bound levels, formula = 23
number of bound levels, grid, mass 1 u = 23
number of bound levels, grid, mass 2 u = 23
largest level deviation, 1 u = 7.2e-15 eV
largest level deviation, 2 u = 4.4e-15 eV
E_0: formula 0.128592 eV, grid 0.128592 eV
E_1: formula 0.377325 eV, grid 0.377325 eV
E_21: formula 2.985992 eV, grid 2.985992 eV
E_22: formula 2.998125 eV, grid 2.998125 eV
transition 0 -> 1 = 0.248733 eV
last spacing E_22 - E_21 = 0.012133 eV
binding of last level D - E_22 = 0.001875 eV
tail exponent s_22 = 0.5769 (dimensionless)
decay length of last level, formula = 1.0558e-10 m
decay length of last level, grid = 1.0559e-10 m
false value of formula at n = 23: 2.998992 eV
D minus false value = 0.001008 eV
exponent s_23 = -0.4231 (dimensionless)
levels of a parabola below D = 12
quantum range for 23 levels: from 0.2553 eV
  up to but not including 0.2667 eV
threshold nodes at lam = 0.300: 0
threshold nodes at lam = 0.700: 1
threshold nodes at lam = 1.400: 1
threshold nodes at lam = 1.600: 2
threshold nodes at lam = 22.450: 22
threshold nodes at lam = 22.550: 23
threshold nodes at lam = 23.077: 23
threshold nodes at lam = 23.450: 23
threshold nodes at lam = 23.550: 24
non-terminating series / leading growth = 1.0282
if 0.26 eV is the 0 -> 1 transition: quantum = 0.27236 eV
  lam = 22.0294, grid count = 22
if 3.0 eV is from the ground level: D = 3.12865 eV
  lam = 24.0665, grid count = 24
checks complete
```
